\section*{Exponential decay of k-mesh error in a smeared one-dimensional metal, part 1}

(Sections cited here and not found follow in the second part.)

\section{The choice of mesh and width}

A band calculation on a metallic chain needs two numbers fixed in advance, the count $N$ of $k$-points and the width $T$ of the Fermi--Dirac occupation, and they cannot be chosen separately. For a band with one pair of Fermi points, once the supercell length $L=Na$ equivalent to the mesh is several times $1/\kappa$, the mesh error of the grand potential per length is
\begin{equation}
\delta\omega\simeq\frac{4T}{L}\cos\theta\,\cos(L\,\mathrm{Re}\,k^*)\,e^{-\kappa L},\qquad \kappa=\mathrm{Im}\,k^*=\frac{\pi T}{v_F}+O(T^3),
\label{main}
\end{equation}
where $k^*$ is the complex wave number of smallest positive imaginary part at which the band energy equals $\mu+i\pi T$, and any other such wave number is assumed to have a clearly larger imaginary part. With constants restored the leading exponent is $\pi k_BTL/\hbar v_F$. It describes the envelope of an oscillating error, at leading order in $T$, and it applies when $\pi T$ is small against the distance from $\mu$ to the nearest singular point, real or complex, of the inverse band $k(\varepsilon)$. A band edge is such a point, and a nearly flat stretch inside the band can bring another one close to $\mu$.

Units are Hartree atomic units with $k_B=1$, and one spin channel is counted. The one-electron Hamiltonian $H(k)$ has period $2\pi/a$ and is held fixed, so no self-consistent response to the mesh error is included. The bands obey $\varepsilon(-k)=\varepsilon(k)$. The mesh is $k_j=(2\pi j+\theta)/L$, $j=0,\dots,N-1$, which is $\Gamma$-centred for $\theta=0$ and shifted by half a step for $\theta=\pi$. With $\xi=\varepsilon-\mu$ and $f=1/(e^{\xi/T}+1)$, the mesh values are
\begin{equation}
\omega_N=-\frac{T}{L}\sum_j\ln\!\big(1+e^{-\xi_j/T}\big),\qquad n_N=\frac1L\sum_j f(\xi_j)=-\frac{\partial\omega_N}{\partial\mu}.
\end{equation}
The symbol $\delta$ means mesh value minus zone integral $\int dk/2\pi$ at the same $\mu$ and $T$. Both derivations use $\omega_n=(2n+1)\pi T$, $z_n=\mu+i\omega_n$, and the product formula of the hyperbolic cosine, whose zeros lie at $\xi=\pm i\omega_n$:
\begin{equation}
\cosh\frac{\xi}{2T}=\prod_{n\ge0}\Big(1+\frac{\xi^2}{\omega_n^2}\Big).
\label{cosh}
\end{equation}

\section{First derivation: the complex $k$-plane}

\subsection{The error as a sum over supercell images}

A periodic function has the Fourier series $F(k)=a\sum_\ell C(\ell a)e^{-ik\ell a}$ with $C(x)=\int_{\rm BZ}\frac{dk}{2\pi}F(k)e^{ikx}$. On the mesh $e^{-ik_j\ell a}=e^{-i\theta\ell/N}e^{-2\pi ij\ell/N}$, and the geometric sum over $j$ gives $N$ if $\ell=mN$ and zero otherwise. Hence $\frac1L\sum_jF(k_j)=\sum_mC(mL)e^{-im\theta}$. The term $m=0$ is the zone integral, and for even $F$ the terms $\pm m$ have equal $C$. For $F=f$ the coefficient is the one-body density matrix $\rho(x)$ between cells a distance $x$ apart:
\begin{equation}
\delta n=2\sum_{m\ge1}\cos(m\theta)\,\rho(mL).
\end{equation}
The mesh error is the coherence between a cell and its periodic images in a ring of length $L$.

\subsection{Poles of the occupation}

The logarithmic derivative of (\ref{cosh}) is $\frac{1}{2T}\tanh\frac{\xi}{2T}=\sum_{n\ge0}\frac{2\xi}{\xi^2+\omega_n^2}$. Since $f=\frac12-\frac12\tanh\frac{\xi}{2T}$ and $\frac1{i\omega-\xi}+\frac1{-i\omega-\xi}=-\frac{2\xi}{\xi^2+\omega^2}$,
\begin{equation}
f=\frac12+T\sum_{n\ge0}\Big[\frac1{z_n-\varepsilon}+\frac1{\bar z_n-\varepsilon}\Big].
\end{equation}
The constant has no Fourier coefficient at $x=mL\ne0$. Define $G(x;z)=\int\frac{dk}{2\pi}\frac{e^{ikx}}{z-\varepsilon(k)}$. Complex conjugation followed by $k\to-k$ gives $G(x;\bar z)=\overline{G(x;z)}$, so $\rho(x)=2T\,\mathrm{Re}\sum_{n\ge0}G(x;z_n)$.

Assume that $\varepsilon(k)$ is analytic for $0\le\mathrm{Im}\,k\le K$. Close the zone integral into a rectangle of height $K$. For $x$ a multiple of $a$ the integrand is periodic, so the two vertical sides cancel, and the top side is of order $e^{-Kx}$. At a simple root $k_n$ of $\varepsilon(k)=z_n$ inside the rectangle, $z_n-\varepsilon(k)\simeq-\varepsilon'(k_n)(k-k_n)$, and the residue theorem gives
\begin{equation}
G(x;z_n)=\frac{2\pi i}{2\pi}\,\frac{e^{ik_nx}}{-\varepsilon'(k_n)}=-\frac{i\,e^{ik_nx}}{\varepsilon'(k_n)}=-\frac1x\frac{\partial}{\partial\mu}e^{ik_nx}.
\label{res}
\end{equation}
The last form uses $\partial k_n/\partial\mu=1/\varepsilon'(k_n)$. Near $+k_F$, where $\varepsilon'=v_F>0$, the root moves to $k_F+i\omega_n/v_F$, inside the rectangle; near $-k_F$ the slope is $-v_F$ and the root moves below the axis. A pair of Fermi points therefore supplies one root for each $n$. Any further root of the band inside the rectangle, as can occur with hopping beyond nearest neighbours, adds a term of the same form to the sums over $n$ below; its imaginary part stays finite as $T\to0$, so at small $T$ it does not affect the leading term.

Inserting (\ref{res}) gives $\delta n=-\partial_\mu\sum_{m,n}\frac{4T}{mL}\cos(m\theta)\,\mathrm{Re}\,e^{ik_nmL}$. Because $\delta n=-\partial_\mu\delta\omega$, and because both $\delta\omega$ and the pole terms vanish as $\mu\to-\infty$ (the band empties and, with $K$ fixed, no root is left in the rectangle, where $\varepsilon$ is bounded), the integration constant is zero:
\begin{equation}
\delta\omega=\frac{4T}{L}\sum_{m\ge1}\frac{\cos m\theta}{m}\sum_{n\ge0}\mathrm{Re}\,e^{ik_nmL}+O(e^{-KL}).
\label{series}
\end{equation}
The term $m=1$, $n=0$, with $k^*=k_0$, is (\ref{main}). The term $m=2$ is smaller by about $\frac12e^{-\kappa L}$, and $n=1$, with $\mathrm{Im}\,k_1\simeq3\kappa$, by about $e^{-2\kappa L}$. Using $\mathrm{Re}(-iu)=\mathrm{Im}\,u$, the leading density error is
\begin{equation}
\delta n\simeq4T\cos\theta\;\mathrm{Im}\big[e^{ik^*L}/\varepsilon'(k^*)\big].
\end{equation}

\subsection{Several bands}

A single band of a multiband system has square-root branch points at complex $k$ where it meets another band, and these may lie nearer the real axis than $k^*$. They do not limit the sum over all bands when the matrix $H(k)$ is itself analytic. With $P(k,z)=\det[z-H(k)]=\prod_b(z-\varepsilon_b)$, the summed integrand is $\sum_b(z-\varepsilon_b)^{-1}=\partial_zP/P$, a ratio of analytic functions whose singularities are the zeros of $P$. At a simple zero the residue is $\partial_zP/\partial_kP=-dk/dz$, by differentiating $P(k(z),z)=0$, so (\ref{res}) and (\ref{series}) hold with a sum over all roots in the strip. The root of smallest imaginary part dominates. Among roots attached to Fermi points it belongs, at leading order in $T$, to the largest velocity, and it outweighs a competing root only when $L$ times the difference of their imaginary parts is large.

\subsection{Position of the pole}

Let $k(\varepsilon)$ be the inverse of the band near $k_F$, so that $k^*=k(\mu+i\pi T)$. Using $d/d\varepsilon=(1/\varepsilon')\,d/dk$ repeatedly and writing $v=v_F$,
\begin{equation}
k'=\frac1v,\qquad k''=-\frac{\varepsilon''}{v^3},\qquad k'''=\frac1v\Big(-\frac{\varepsilon'''}{v^3}+\frac{3\varepsilon''^2}{v^4}\Big)=\frac{3\varepsilon''^2-v\varepsilon'''}{v^5}.
\end{equation}
In the Taylor series in $i\pi T$ the even powers are real and the odd powers imaginary, with $i^2=-1$ and $i^3=-i$:
\begin{align}
\mathrm{Re}\,k^*&=k_F-\tfrac12(\pi T)^2k''+O(T^4),\\
\kappa&=\frac{\pi T}{v}-\tfrac16(\pi T)^3k'''+O(T^5).
\end{align}
The series converges while $\pi T$ is less than the distance from $\mu$ to the nearest singular point of $k(\varepsilon)$; a band edge, where $\varepsilon'=0$ at real $k$, is such a point, and a zero of $\varepsilon'$ at complex $k$ can give another.

\section{Second derivation: the complex energy plane}

\subsection{Nearest-neighbour chain}

Take $\varepsilon=-2t\cos ka$. Write $1+e^{-\xi/T}=e^{-\xi/2T}\,2\cosh(\xi/2T)$ and use (\ref{cosh}) with $\xi^2+\omega_n^2=|z_n-\varepsilon|^2$:
\begin{equation}
\ln\!\big(1+e^{-\xi/T}\big)=-\frac{\xi}{2T}+\ln2+\sum_{n\ge0}\ln\frac{|z_n-\varepsilon|^2}{\omega_n^2}.
\end{equation}
The first two terms carry no mesh error for $N\ge2$, since $\cos ka$ has harmonics $\ell=\pm1$, which are not multiples of $N$. For the rest, define $\lambda$ by $z=-t(\lambda+1/\lambda)$. The two solutions are $\lambda$ and $1/\lambda$; $|\lambda|=1$ would make $z$ real, so for $\mathrm{Im}\,z>0$ one of them has $|\lambda|<1$ and is chosen. With $y=e^{ika}$,
\begin{equation}
z-\varepsilon=-t\Big(\lambda+\frac1\lambda-y-\frac1y\Big)=-\frac t\lambda(1-\lambda y)(1-\lambda/y),
\end{equation}
as multiplying out confirms. The mesh values $y_j$ are the $N$ roots of $y^N=e^{i\theta}$, so $\prod_j(u-y_j)=u^N-e^{i\theta}$; setting $u=1/\lambda$ and multiplying by $\lambda^N$ gives $\prod_j(1-\lambda y_j)=1-\lambda^Ne^{i\theta}$, and the $1/y_j$ give the same with $-\theta$. Therefore
\begin{equation}
\prod_j(z-\varepsilon_j)=\Big(\!-\frac t\lambda\Big)^{N}D,\qquad D=1-2\cos\theta\,\lambda^N+\lambda^{2N}.
\end{equation}
Then $\frac1N\sum_j\ln|z-\varepsilon_j|^2=2\ln|t/\lambda|+\frac2N\ln|D|$. As $N\to\infty$ the left side becomes the zone average and $D\to1$, so the first term is the zone average and the second is the error. Multiplying by $-T/a$,
\begin{equation}
\delta\omega=-\frac{2T}{L}\sum_{n\ge0}\ln\big|1-2\cos\theta\,\lambda_n^N+\lambda_n^{2N}\big|,
\label{exact}
\end{equation}
with no approximation for this model at any $N\ge2$. Comparing the definition of $\lambda$ with the band shows $\lambda_n=e^{ik_na}$. The series $-\ln(1-u)=\sum_mu^m/m$ applied to both factors of $D$ gives $-\ln D=\sum_m\frac{2\cos m\theta}{m}\lambda^{mN}$, which turns (\ref{exact}) into (\ref{series}) without the remainder.

\subsection{Local periodic potential}

For $-\frac12\psi''+V\psi=z\psi$ the transfer matrix $M(z)$ maps $(\psi,\psi')$ across one cell. Constancy of the Wronskian makes $\det M=1$, so its eigenvalues are $\lambda$ and $1/\lambda$, and $\lambda+1/\lambda=\mathrm{Tr}\,M$ is the Hill discriminant. A value $|\lambda|=1$ would be a Bloch state of real $k$, whose energy is real, so again $|\lambda|<1$ can be chosen for $\mathrm{Im}\,z>0$. The function $\mathrm{Tr}\,M^N-2\cos\theta=\lambda^{-N}D$ is entire in $z$ and vanishes where $\lambda^N=e^{\pm i\theta}$, that is at the mesh levels $E_j$ of all bands. Its logarithm grows as $L|2z|^{1/2}$ at most, to leading order at large $|z|$, and the Hadamard factorization theorem for growth order below one makes it a constant times $\prod_j(1-z/E_j)$, with the energy zero put below the spectrum. Each factor has phase $-\pi$ at $z=E+i0$ when $E>E_j$ and zero otherwise, so the number of levels below $E$ is
\begin{equation}
\mathcal N_N(E)=-\frac1\pi\mathrm{Im}\ln\big(\lambda^{-N}D\big)=\frac{L}{\pi}\mathrm{Re}\,k(E)-\frac1\pi\mathrm{Im}\ln D(E+i0).
\end{equation}
The first term, with $k$ in the extended zone, is the count for the infinite crystal, and the second is $\delta\mathcal N$. Since $\frac{d}{dE}\big[-T\ln(1+e^{-(E-\mu)/T})\big]=f$, integration by parts gives $L\omega_N=-\int f\mathcal N_N\,dE$ and
\begin{equation}
L\,\delta\omega=\frac1\pi\,\mathrm{Im}\int_{-\infty}^{\infty}f(E)\ln D(E+i0)\,dE .
\end{equation}
Both factors $1-\lambda^Ne^{\pm i\theta}$ have positive real part in the upper half-plane, so $\ln D$ is analytic there. On a large arc passing between the poles of $f$, $\ln D$ decays as $e^{-L\,\mathrm{Im}\sqrt{2z}}$ away from the positive real direction, and $f$ decays along it. The poles of $f$ at $z_n$ have residue $-T$, because $e^{\xi/T}+1\simeq-(z-z_n)/T$ there. The integral is $-2\pi iT\sum_n\ln D(z_n)$, its imaginary part is $-2\pi T\sum_n\ln|D|$, and (\ref{exact}) follows again.

Two derivations have now expressed the mesh error of the grand potential through the complex wave numbers at which the band energy equals $\mu+i\omega_n$, with a closed form for the nearest-neighbour chain and the local periodic potential. It remains to compare their assumptions, examine the limits and failures, weigh mesh density against the bias from smearing, and test the results numerically.
